# Modal Absorption and Why a Waveguide Confinement Factor Can Exceed One

## Result

A lossless dielectric waveguide, uniform along $z$, carries a bound mode at angular frequency $\omega$. One region $A$ of its cross-section is then made weakly absorbing. If a plane wave in that material has the power absorption coefficient $\alpha_{\rm bulk}$, the mode has, to first order,

$$
\alpha_{\rm mode}=\Gamma\,\alpha_{\rm bulk},\qquad
\Gamma=\frac{n_g}{N_A}\,f_W,\qquad
f_W=\frac{\int_A nN|\mathbf E|^2\,dA}{\int nN|\mathbf E|^2\,dA}. \tag{1}
$$

Here $n$ is the refractive index, $N=n+\omega\,dn/d\omega$ the material group index, $N_A$ its value in $A$, and $n_g=c\,d\beta/d\omega$ the group index of the mode with propagation constant $\beta$. Integrals without a label cover the whole cross-section.

Without material dispersion, $N=n$, and (1) becomes

$$
\Gamma=\frac{n_g}{n_A}\,f_E,\qquad
f_E=\frac{\int_A\varepsilon|\mathbf E|^2\,dA}{\int\varepsilon|\mathbf E|^2\,dA}. \tag{2}
$$

This is bulk absorption times the electric-energy fraction times group index over material index. In a dispersive guide, (2) is in general wrong if the true $n_g$ is inserted. A uniform medium shows it: there $n_g=N$ and $f_E=1$, so (2) gives $N/n$, although the answer must be 1. Equation (1) gives 1.

With $nN>0$ everywhere, $f_W$ cannot exceed one. The factor $n_g/N_A$ can, so $\Gamma>1$ whenever $f_W>N_A/n_g$.

## Conventions

Fields vary as $e^{i\beta z-i\omega t}$. The materials are isotropic and non-magnetic, with $\varepsilon=\varepsilon_0n^2$ real before the loss is added. The mode is non-degenerate, its fields vanish far from the core, and its power flow and group velocity are positive.

In $A$ the index becomes $n_A+i\kappa$ with $\kappa\ll n_A$. A plane wave then has amplitude $e^{i(\omega/c)(n_A+i\kappa)z}$ and intensity proportional to $e^{-2\omega\kappa z/c}$, so

$$
\alpha_{\rm bulk}=\frac{2\omega\kappa}{c}. \tag{3}
$$

The permittivity becomes $\varepsilon_0(n_A+i\kappa)^2=\varepsilon_0(n_A^2+2in_A\kappa-\kappa^2)$. To first order its change is

$$
\delta\varepsilon=2i\varepsilon_0n_A\kappa\quad\text{in }A,\qquad \delta\varepsilon=0\quad\text{elsewhere}. \tag{4}
$$

## First derivation: real frequency, decay in space

**One identity for two perturbations.** Maxwell's equations are $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=-i\omega\varepsilon\mathbf E$. Let $\mathbf E_0,\mathbf H_0$ be the lossless mode at $\omega_0,\beta_0$ with permittivity $\varepsilon$. Let $\mathbf E,\mathbf H$ be the perturbed mode at a real frequency $\omega$, with permittivity $\tilde\varepsilon$ and propagation constant $\beta$. Conjugating the first set gives $\nabla\times\mathbf E_0^*=-i\omega_0\mu_0\mathbf H_0^*$ and $\nabla\times\mathbf H_0^*=i\omega_0\varepsilon\mathbf E_0^*$.

From $\nabla\cdot(\mathbf a\times\mathbf b)=\mathbf b\cdot\nabla\times\mathbf a-\mathbf a\cdot\nabla\times\mathbf b$,

$$
\nabla\cdot(\mathbf E_0^*\times\mathbf H)=-i\omega_0\mu_0\mathbf H_0^*\cdot\mathbf H+i\omega\tilde\varepsilon\,\mathbf E_0^*\cdot\mathbf E,
$$

$$
\nabla\cdot(\mathbf E\times\mathbf H_0^*)=i\omega\mu_0\mathbf H_0^*\cdot\mathbf H-i\omega_0\varepsilon\,\mathbf E_0^*\cdot\mathbf E.
$$

Add these and integrate over the cross-section. The transverse part of the divergence becomes a boundary term at infinity, which vanishes for bound fields. Interfaces contribute nothing, because tangential $\mathbf E$ and $\mathbf H$ are continuous there. Both products vary as $e^{i(\beta-\beta_0)z}$, so $\partial_z$ gives a factor $i(\beta-\beta_0)$. After division by $i$,

$$
(\beta-\beta_0)\int(\mathbf E_0^*\times\mathbf H+\mathbf E\times\mathbf H_0^*)_z\,dA
=\int\left[(\omega\tilde\varepsilon-\omega_0\varepsilon)\mathbf E_0^*\cdot\mathbf E+(\omega-\omega_0)\mu_0\mathbf H_0^*\cdot\mathbf H\right]dA .
$$

No approximation has been made so far. Every bracket on the right is already of first order, so there the perturbed fields may be replaced by the unperturbed ones. The same holds on the left, where $\beta-\beta_0$ is small. The left integral becomes $2\,{\rm Re}\int(\mathbf E\times\mathbf H^*)_z\,dA=4P$, where $P=\frac12{\rm Re}\int(\mathbf E\times\mathbf H^*)_z\,dA$ is the carried power. Dropping the subscript 0,

$$
4P\,\delta\beta=\int\left[\delta(\omega\varepsilon)|\mathbf E|^2+\mu_0\,\delta\omega\,|\mathbf H|^2\right]dA. \tag{5}
$$

**Add the loss at fixed frequency.** With $\delta\omega=0$ and (4), equation (5) gives

$$
\delta\beta=\frac{i\omega\varepsilon_0n_A\kappa}{2P}\int_A|\mathbf E|^2dA .
$$

The sign is positive imaginary, so the wave decays along $+z$. Power varies as $e^{-2\,{\rm Im}\beta\,z}$, hence $\alpha_{\rm mode}=2\,{\rm Im}\,\delta\beta$. Using $\omega\kappa=c\,\alpha_{\rm bulk}/2$ from (3),

$$
\Gamma=\frac{\alpha_{\rm mode}}{\alpha_{\rm bulk}}=\frac{c\varepsilon_0n_A}{2P}\int_A|\mathbf E|^2dA. \tag{6}
$$

Multiplied by $\alpha_{\rm bulk}$, this is dissipated power per length over carried power. It contains fields at one frequency and therefore does not depend on dispersion. Dispersion enters when $P$ is expressed through $n_g$.

**Change the frequency of the lossless guide.** Now $\delta(\omega\varepsilon)=\delta\omega\,d(\omega\varepsilon)/d\omega$, and (5) becomes

$$
\frac{d\beta}{d\omega}=\frac{W}{P},\qquad
W=\frac14\int\left[\frac{d(\omega\varepsilon)}{d\omega}|\mathbf E|^2+\mu_0|\mathbf H|^2\right]dA. \tag{7}
$$

$W$ is the time-averaged energy per length in a transparent dispersive medium, so (7) says that power equals energy per length times group velocity.

**Remove the magnetic field.** For the lossless mode,

$$
\nabla\cdot(\mathbf E\times\mathbf H^*)=i\omega\left(\mu_0|\mathbf H|^2-\varepsilon|\mathbf E|^2\right).
$$

With real $\beta$ the product $\mathbf E\times\mathbf H^*$ is independent of $z$. The integral of the left side is zero, and $\int\mu_0|\mathbf H|^2dA=\int\varepsilon|\mathbf E|^2dA$. This balance holds for the integrals and need not hold point by point. In $W$ the electric weight becomes

$$
\frac{d(\omega\varepsilon)}{d\omega}+\varepsilon
=\varepsilon_0\left(n^2+2\omega n\frac{dn}{d\omega}+n^2\right)=2\varepsilon_0nN,
$$

so that

$$
W=\frac{\varepsilon_0}{2}\int nN|\mathbf E|^2dA. \tag{8}
$$

Insert $P=cW/n_g$ into (6):

$$
\Gamma=\frac{c\varepsilon_0n_A}{2}\,\frac{n_g}{c}\,\frac{\int_A|\mathbf E|^2dA}{(\varepsilon_0/2)\int nN|\mathbf E|^2dA}
=n_g\,\frac{n_A\int_A|\mathbf E|^2dA}{\int nN|\mathbf E|^2dA}. \tag{9}
$$

Multiplying and dividing by $N_A$ gives (1).

## Second derivation: real propagation constant, decay in time

Now hold $\beta$ real and let the mode fade in time, with complex frequency $\Omega=\omega+\delta\omega$. This route needs neither the carried power nor the magnetic energy.

Eliminating $\mathbf H$ gives $\nabla\times\nabla\times\mathbf E_0=\mu_0\omega^2\varepsilon(\omega)\mathbf E_0$ for the lossless mode and $\nabla\times\nabla\times\mathbf E=\mu_0\Omega^2[\varepsilon(\Omega)+\delta\varepsilon]\mathbf E$ for the lossy one. Both have the same $\beta$. The product rule for the divergence, used twice, yields

$$
\mathbf E_0^*\cdot\nabla\times\nabla\times\mathbf E-\mathbf E\cdot\nabla\times\nabla\times\mathbf E_0^*
=\nabla\cdot\left[(\nabla\times\mathbf E)\times\mathbf E_0^*-(\nabla\times\mathbf E_0^*)\times\mathbf E\right],
$$

because the two terms $(\nabla\times\mathbf E)\cdot(\nabla\times\mathbf E_0^*)$ cancel. The bracket on the right is independent of $z$, since the factors $e^{\pm i\beta z}$ cancel. Its transverse divergence integrates to zero, because the fields are bound and the tangential parts of $\mathbf E$ and $\nabla\times\mathbf E$ are continuous. Substituting the two wave equations on the left leaves

$$
\int\left\{\Omega^2[\varepsilon(\Omega)+\delta\varepsilon]-\omega^2\varepsilon(\omega)\right\}\mathbf E_0^*\cdot\mathbf E\,dA=0 .
$$

The curly bracket is of first order, so $\mathbf E$ may be replaced by $\mathbf E_0$:

$$
\int\left[\delta\omega\,\frac{d(\omega^2\varepsilon)}{d\omega}+\omega^2\delta\varepsilon\right]|\mathbf E|^2dA=0 .
$$

The derivative is

$$
\frac{d(\omega^2\varepsilon)}{d\omega}=\varepsilon_0\left(2\omega n^2+2\omega^2n\frac{dn}{d\omega}\right)=2\omega\varepsilon_0nN .
$$

The weight $nN$ thus appears at once. With (4),

$$
\delta\omega=-\frac{\omega\int\delta\varepsilon|\mathbf E|^2dA}{2\varepsilon_0\int nN|\mathbf E|^2dA}
=-i\omega\kappa\,\frac{n_A\int_A|\mathbf E|^2dA}{\int nN|\mathbf E|^2dA}
=-\frac{i\omega\kappa}{N_A}f_W .
$$

Energy varies as $e^{2\,{\rm Im}\,\delta\omega\,t}$, so it decays at the rate

$$
\gamma=\frac{2\omega\kappa}{N_A}f_W=\frac{c}{N_A}\,\alpha_{\rm bulk}\,f_W. \tag{10}
$$

A plane-wave packet in the bulk travels at $c/N_A$ and loses energy at the rate $(c/N_A)\alpha_{\rm bulk}$. The guide multiplies this rate by $f_W$, so it cannot raise the absorption per unit time above the bulk value.

To return to a real source frequency, write the lossless dispersion relation as $\omega_0(\beta)$. The lossy one is $\omega_0(\beta)-i\gamma/2$. If the frequency is held at $\omega$ while $\beta$ shifts to $\beta+\delta\beta$, then

$$
\omega=\omega_0(\beta)+v_g\,\delta\beta-\frac{i\gamma}{2},\qquad v_g=\frac{c}{n_g}.
$$

Since $\omega_0(\beta)=\omega$, we have $\delta\beta=i\gamma/(2v_g)$ and

$$
\alpha_{\rm mode}=\frac{\gamma}{v_g}=\frac{n_g}{c}\,\frac{c}{N_A}\,\alpha_{\rm bulk}f_W=\frac{n_g}{N_A}f_W\,\alpha_{\rm bulk},
$$

which is (1) again. The cause of $\Gamma>1$ is now plain. Loss per length is loss per time divided by speed, and a mode slower than a packet in the bulk absorber spends more time on each unit of length.

## What each derivation assumes

Both need a weak perturbation, a bound non-degenerate mode and a transparent starting guide. With degenerate modes, the perturbation may mix them at zeroth order, and the replacement of $\mathbf E$ by a single $\mathbf E_0$ is unjustified.

The first derivation keeps $\omega$ real and needs $P\neq0$. Its intermediate result (6) requires no knowledge of $dn/d\omega$. The second keeps $\beta$ real, but needs $\varepsilon$ at a slightly complex frequency, obtained by a Taylor expansion. Its intermediate result (10) contains no group velocity and suits a field that is stored and left to fade. The group velocity enters in the final conversion, which needs $v_g\neq0$.

The shared weak point can be examined near a frequency $\omega_e$ where $v_g$ vanishes. Take $\omega_0=\omega_e+aq^2$, with $a>0$ and $q$ measured from the stationary point, and treat $\gamma$ as constant. At a real frequency $\omega_e+\Delta$ with $\Delta\geq0$,

$$
q=\sqrt{\frac{\Delta+i\gamma/2}{a}} .
$$

For $\gamma\ll\Delta$, with $q_0=\sqrt{\Delta/a}$ and $v_g=2aq_0$, the expansion gives ${\rm Im}\,q=\gamma q_0/(4\Delta)=\gamma/(4aq_0)=\gamma/(2v_g)$, in agreement with the above. At $\Delta=0$, however, $\sqrt i=(1+i)/\sqrt2$ gives ${\rm Im}\,q=\frac12\sqrt{\gamma/a}$. This is finite, whereas the first-order formula diverges. Within this model, $\Gamma$ falls behind the first-order $\Delta^{-1/2}$ law once $\Delta$ drops below about $\gamma$. It still roughly doubles between $\Delta=\gamma$ and $\Delta=0$, but it stays finite.

## Consequences and limiting cases

**Sum rule.** Equation (1) holds for each region separately, with its own $N_i$ and $f_i$. Since $N_i\Gamma_i=n_gf_i$ and the fractions add to one,

$$
\sum_iN_i\Gamma_i=n_g. \tag{11}
$$

The confinement factors themselves need not add to one.

**Index sensitivity.** A real index change $\delta n$ in $A$ gives $\delta\varepsilon=2\varepsilon_0n_A\delta n$, which is (4) with $i\kappa$ replaced by $\delta n$. Hence $\delta\beta=(\omega/c)\Gamma\,\delta n$, or $\Gamma=\partial n_{\rm eff}/\partial n_A$ at fixed frequency, with $n_{\rm eff}=c\beta/\omega$.

**Error of the non-dispersive form.** Written out, (2) is $n_gn_A\int_A|\mathbf E|^2dA/\int n^2|\mathbf E|^2dA$. Dividing by (9) gives

$$
\frac{\Gamma_{(2)}}{\Gamma}=\frac{\int nN|\mathbf E|^2dA}{\int n^2|\mathbf E|^2dA}. \tag{12}
$$

This is an average of $N/n$ weighted by $n^2|\mathbf E|^2$. Form (2) becomes correct again if $n_g$ is computed with the material indices frozen at their values at $\omega$. Equation (6) is unchanged by freezing them, and then $N=n$ in (8).

**TE mode of a slab.** Here $E_y$ is the sole electric component and $|H_x|=\beta|E_y|/(\omega\mu_0)$, so $P=\beta/(2\omega\mu_0)\int|E_y|^2dx$ per unit width. Equation (6) becomes

$$
\Gamma=\frac{c\varepsilon_0\mu_0\,\omega n_A}{\beta}\,\frac{\int_A|E_y|^2dx}{\int|E_y|^2dx}
=\frac{n_A}{n_{\rm eff}}\,\frac{\int_A|E_y|^2dx}{\int|E_y|^2dx}. \tag{13}
$$

With $A$ the core, $n_{\rm eff}/n_A=\cos\theta$, where $\theta$ is the angle between the zigzag plane waves and the axis. The factor $n_A/n_{\rm eff}$ is therefore their longer path per unit of axial length.

**Stronger absorption.** For a simple mode, $\beta$ is a smooth analytic function of $n_A+i\kappa$ and is real at $\kappa=0$. Its expansion gives ${\rm Im}\,\beta=\kappa\beta'-\kappa^3\beta'''/6+\dots$, where primes are derivatives with respect to $n_A$. The relative correction to the first-order loss therefore starts at $\kappa^2$.

## A silicon strip at 1550 nm

Take a silicon strip 450 nm wide and 220 nm high, surrounded by silica. The model takes as inputs $n=3.48$, $N=3.60$ for the core and $n=1.444$, $N=1.46$ for the surroundings. They are chosen to resemble silicon and silica and are not meant as precise material data. The core is uniformly p-doped, with a rough absorption of $2\ \mathrm{cm^{-1}}$, which by (3) means $\kappa=2.467\times10^{-5}$.

A full-vector solution of the lossless strip gives $n_{\rm eff}=2.357$, $n_g=4.279$ and $f_W=0.8975$. The threshold is $N_A/n_g=3.60/4.279=0.841$. It is exceeded, and

$$
\Gamma=\frac{4.279}{3.60}\times0.8975=1.067,\qquad
\alpha_{\rm mode}=1.067\times2\ \mathrm{cm^{-1}}=2.13\ \mathrm{cm^{-1}} .
$$

This is 9.27 dB/cm, against 8.69 dB/cm in the bulk. About a tenth of the weighted energy lies outside the absorber, yet the mode loses more per centimetre than a plane wave inside it.

The formula was tested by solving the same discretized strip with the complex core index and dividing ${\rm Im}\,n_{\rm eff}$ by $\kappa$. Both routes give 1.06675. With the loss moved to the silica, both give 0.30033. The sum rule (11) then reads $3.60\times1.06675+1.46\times0.30033=4.279$, equal to $n_g$. These digits compare two calculations on one grid and are not converged. A finer grid changes $\Gamma$ to 1.068. With mesh steps of a few nanometres, the values settle near $n_g=4.285$, $f_W=0.898$, $\Gamma=1.069$ (9.29 dB/cm) and 0.299 for the silica. The value of $\Gamma$ for this model is best quoted as 1.07.

Form (2) with the dispersive $n_g$, called the posed form in the output, gives 1.101, which is 3.2 % above the direct value. By (12) the excess must lie between $N/n-1$ for silica, 1.1 %, and for silicon, 3.4 %.

A slab of the same 220 nm thickness shows that a slow mode is not sufficient. Its TE mode has $n_g=3.702$, above 3.60, but $f_W=0.962$ falls short of the threshold $3.60/3.7016=0.973$. The result is $\Gamma=0.989$, confirmed by the complex root of the slab equation. Form (2) gives 1.023 and so puts this mode on the wrong side of one. For TE slabs of 50, 100 and 150 nm, $\Gamma$ is 0.34, 0.72 and 0.90. Slightly thicker slabs do pass one: the TE value crosses it near 238 nm and is 1.03 at 400 nm. The 220 nm TM mode is slower still, $n_g=3.974$, but has $f_W=0.674$ and $\Gamma=0.744$.

The slab also tests the quadratic law. For $\kappa=0.04$, a bulk absorption of $3243\ \mathrm{cm^{-1}}$, the TE value of $\Gamma$ changes by a relative $3.2\times10^{-5}$. Doubling $\kappa$ from 0.02 to 0.04 multiplies the deviation by 3.999. Scaled to the doping loss, the correction is of order $10^{-11}$.

## Comparison with real devices

The absorption chosen is roughly that of p-doping near $3\times10^{17}\ \mathrm{cm^{-3}}$. The assumption most at risk is uniform absorption. For a rough surface potential of 0.3 V, a planar estimate gives a depleted layer of 36 nm. Removing the absorption from a skin 45 nm thick at the sides and 37 nm at top and bottom lowers $\Gamma$ to 0.721 and the loss to 6.26 dB/cm, about a third less. This skin is two grid cells and is thicker than the estimate, mainly at the sides. A skin of 36 nm all round gives $\Gamma\approx0.75$ and 6.5 dB/cm, about 30 % less. A confinement factor above one for the whole core therefore does not ensure that a real doped strip loses more than the bulk.

Sidewall scattering, roughly 2 dB/cm, is a separate loss that must be added. It equals about a fifth of the modal absorption for the uniformly absorbing core, and about a third of it for the core with the absorption-free skin. The other effects estimated here are smaller. At fixed $\alpha_{\rm bulk}$, heating the silicon by 60 K raises $\Gamma$ by 0.2 %, a carrier-induced index change of $-0.001$ lowers it by 0.02 %, and 10 nm of extra width changes it by less than 0.1 %. The height matters more: 10 nm extra raises $\Gamma$ by about 1 %. For two-photon absorption at 1 mW, the bulk coefficient times the power over the core area gives about $5\times10^{-4}\ \mathrm{cm^{-1}}$. This is only an order of magnitude. It leaves out the factor $\Gamma^2$ and the uneven intensity across the core, each of which raises the value by about 14 %. It also leaves out the longitudinal field, which is in quadrature with the transverse field and lowers the value by a similar amount for an isotropic nonlinearity. The full set of values is in the numerical output below.

## Calculated quantities

```
wavelength 1550 nm; strip 450 x 220 nm
silicon n, N: 3.480, 3.600
silica n, N: 1.444, 1.460
bulk absorption 2.00 cm^-1; kappa 2.467e-05
SLAB 220 nm: n_eff, n_g, f_W, Gamma formula, direct, posed form
 TE: 2.8517 3.7016 0.9622 0.98935 0.98935 1.02257
 TM: 2.0563 3.9743 0.6736 0.74364 0.74364 0.76351
SLAB TE scan: thickness nm, n_g, f_W, Gamma
 50: 2.2471 0.5505 0.3436
 100: 3.1191 0.8316 0.7205
 150: 3.5169 0.9189 0.8977
 220: 3.7016 0.9622 0.9893
slab TE, kappa 0.04: bulk absorption 3243 cm^-1
 relative change of Gamma 3.246e-05
 deviation ratio on doubling kappa 3.999
STRIP grid step 22.50 x 18.33 nm
n_eff 2.3570; n_g 4.2788
n_g from energy over power flow 4.2788
energy fraction f_W in core 0.8975
threshold N_A/n_g for Gamma > 1: 0.8414
Gamma core: formula 1.06675, direct 1.06675
Gamma clad: formula 0.30033, direct 0.30033
sum N*Gamma (direct) 4.2788
posed form: f_E 0.8954, Gamma 1.10092, excess 3.20 %
modal absorption 2.134 cm^-1 = 9.27 dB/cm
bulk absorption 8.69 dB/cm
NEGLECTED EFFECTS
doping 3e+17 cm^-3, surface potential 0.3 V: depletion 36 nm
carrier-free skin 45.0 nm (sides), 36.7 nm (top, bottom)
 Gamma inner: formula 0.72078, direct 0.72078
 loss with skin 6.26 dB/cm
sidewall scattering (rough input) 2.0 dB/cm = 22 % of modal absorption
heating 60 K, dn 0.0108: Gamma change 0.235 %
carrier index change -0.0010: Gamma change -0.022 %
width +10 nm: Gamma change 0.03 %
two-photon input 0.5 cm/GW at 1 mW: 5.1e-04 cm^-1
second-order loss, relative (slab estimate) 1.2e-11
finer grid 16.07 x 13.75 nm: n_eff 2.3572
 finer grid n_g 4.2816, Gamma 1.0678
```
